**Moments of a narrow transmission window: thermopower and open-circuit heat conduction**

The program tests that a noninteracting channel has $S=-\langle E-\mu\rangle/(eT)$ and $\kappa=G\,\mathrm{Var}(E)/(e^2T)$, where the averages are weighted by the transmission times $-\partial f/\partial E$. Here $S$ is the Seebeck coefficient, $G$ the electrical conductance, $\kappa$ the electronic thermal conductance at zero current, $w$ the window width and $\gamma$ the half-width of a Lorentzian level. It asserts that the Green-function transmission of a chain with defects agrees with a wave recursion, and that a numerically solved open circuit reproduces both moment formulas. Further assertions cover the bounds for finite $w$, the $w^3$ law for small and large temperature differences, the Lorentzian limit $\kappa\to2\gamma^2/(hT)$, and a rate equation for a dot with Coulomb repulsion. For a level 1 meV above $\mu$ at 4 K with $\gamma=5\ \mu$eV, the output shows $S=-246.9\ \mu$V/K and $\kappa=4.76\times10^{-16}$ W/K. A strict window of equal area gives $-249.99\ \mu$V/K and $8.96\times10^{-19}$ W/K, so the Lorentzian tails raise $\kappa$ by a factor of 531. Four ballistic phonon modes would carry about $3\times10^4$ times more heat than the electrons in the level.

## Numerical check

```python
# Result under test: a noninteracting channel that transmits only in an energy
# window of width w around E0 has, at zero current,
#   S = -<E-mu>/(e T),  kappa = G Var(E)/(e^2 T),
# with mean and variance taken over p(E) ~ transmission(E) * (-df/dE).
# Hence S -> -(E0-mu)/(e T) and kappa -> 0 as w^3 when w -> 0.
# Reduced units: energies in kT, mu = 0; x0 = (E0-mu)/kT; gamma = half-width
# of a Lorentzian level. Reduced G is in 2e^2/h, reduced kappa in 2k^2 T/h.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit


def thermal(energy):
    """-df/dE in units of 1/kT."""
    return 0.25 / np.cosh(energy / 2) ** 2


def transmission_trace(energy, ham, sigma_l, sigma_r):
    green = np.linalg.inv(energy * np.eye(len(ham)) - ham - sigma_l - sigma_r)
    gam_l = 1j * (sigma_l - sigma_l.conj().T)
    gam_r = 1j * (sigma_r - sigma_r.conj().T)
    return np.trace(gam_l @ green @ gam_r @ green.conj().T).real


def chain_transmission(energy, onsite, lead_sigma):
    """Chain of unit hopping, identical chain leads entering by lead_sigma."""
    n = len(onsite)
    ham = np.diag(onsite).astype(complex)
    ham += np.eye(n, k=1) + np.eye(n, k=-1)
    sig_l = np.zeros((n, n), complex)
    sig_r = np.zeros((n, n), complex)
    sig_l[0, 0] = lead_sigma
    sig_r[-1, -1] = lead_sigma
    return transmission_trace(energy, ham, sig_l, sig_r)


def wave_transmission(theta, onsite):
    """Same chain by recursion of the wave from the outgoing side."""
    energy, q = 2 * np.cos(theta), np.exp(-1j * theta)
    here, right = 1.0 + 0j, q
    for eps in [0.0] + list(onsite[::-1]) + [0.0]:
        here, right = (energy - eps) * here - right, here
    incoming = (here - q * right) / (1 / q - q)
    return 1 / abs(incoming) ** 2


def moments(energy, weighted_t):
    """Reduced conductance, mean energy and variance."""
    p = weighted_t * thermal(energy)
    g = p.sum()
    mean = (p * energy).sum() / g
    return g, mean, (p * (energy - mean) ** 2).sum() / g


# quadrature nodes for a window: E = centre + (w/2) cos(theta);
# 400 nodes resolve the thermal factor even in a window 80 kT wide
nodes, node_w = np.polynomial.legendre.leggauss(400)
theta = (nodes + 1) * np.pi / 2
theta_w = node_w * np.pi / 2


def window(centre, width, shape=1.0):
    energy = centre + width / 2 * np.cos(theta)
    return energy, shape * width / 2 * np.sin(theta) * theta_w


def lorentz_grid(centre, gamma):
    s = np.linspace(-1, 1, 4001) * np.arcsinh(60 / gamma)
    eps = gamma * np.sinh(s)
    return centre + eps, gamma * np.cosh(s) * (s[1] - s[0])


def lorentz_moments(centre, gamma):
    energy, dw = lorentz_grid(centre, gamma)
    return moments(energy, dw * gamma**2 / ((energy - centre)**2 + gamma**2))


# ---- Green-function transmission against wave recursion
defects = np.array([0.8, 0.0, 0.3, -0.5])
shape = np.array([chain_transmission(2 * np.cos(a), defects, np.exp(-1j * a))
                  for a in theta])
waves = np.array([wave_transmission(a, defects) for a in theta])
assert np.max(np.abs(shape - waves)) < 1e-9
assert shape.min() >= 0 and shape.max() <= 1 + 1e-9

# ---- a uniform chain is a strict window; lead built up site by site
# (the small imaginary energy 1e-3 sets the tolerance)
for energy, expected in ((0.7, 1.0), (-1.2, 1.0), (2.5, 0.0), (-3.0, 0.0)):
    sigma = 0j
    for _ in range(20000):
        sigma = 1 / (energy + 1e-3j - sigma)
    assert abs(chain_transmission(energy, np.zeros(4), sigma) - expected) < 0.01

# ---- example parameters (rough, round)
k, e, h = const.k, const.e, const.h
temp, level, gamma_ev = 4.0, 1e-3, 5e-6
repulsion, spacing = 4e-3, 10e-3
kt = k * temp / e
x0, gam = level / kt, gamma_ev / kt

# ---- open circuit solved numerically against the moment formulas
energy, wt = window(x0, 1.5, shape)
g, mean, var = moments(energy, wt)
d_temp = 1e-3


def occupation_difference(d_mu):
    return (expit(-(energy - d_mu / 2) / (1 + d_temp / 2))
            - expit(-(energy + d_mu / 2) / (1 - d_temp / 2)))


root = brentq(lambda m: (wt * occupation_difference(m)).sum(),
              -10 * d_temp, 10 * d_temp, xtol=1e-16)
heat = (wt * energy * occupation_difference(root)).sum()
assert abs(root / d_temp + mean) < 1e-4 * mean
assert abs(heat / d_temp - g * var) < 1e-3 * g * var
# zero voltage: the larger thermal conductance g*(var + mean^2)
heat0 = (wt * energy * occupation_difference(0.0)).sum()
assert abs(heat0 / d_temp - g * (var + mean**2)) < 1e-3 * heat0 / d_temp

# ---- bounds at any width, w^3 law, flat-window variance, wide channel
for centre in (0.0, 1.0, x0):
    for width in (8.0, 4.0, 1.0, 0.1):
        for profile in (1.0, shape):
            g, mean, var = moments(*window(centre, width, profile))
            assert abs(mean - centre) <= width / 2
            assert 0 < var <= width**2 / 4
            assert g * var <= width**3 / 16
for profile in (1.0, shape):
    g1, _, v1 = moments(*window(x0, 0.1, profile))
    g2, _, v2 = moments(*window(x0, 0.05, profile))
    assert abs(g1 * v1 / (g2 * v2) - 8) < 0.1
assert abs(moments(*window(x0, 0.05))[2] / 0.05**2 - 1 / 12) < 1e-3
assert abs(moments(*window(0.0, 80.0))[2] - np.pi**2 / 3) < 1e-6

# ---- large temperature difference: left reservoir twice as hot as right
stall_heat = []
for width in (0.1, 0.05):
    energy, wt = window(x0, width)

    def difference(mu_left):
        return expit(-(energy - mu_left) / 2) - expit(-energy)

    mu_left = brentq(lambda m: (wt * difference(m)).sum(),
                     -x0 - 1, -x0 + 1, xtol=1e-15)
    assert abs((x0 - mu_left) / 2 - x0) < 0.01
    stall_heat.append((wt * energy * difference(mu_left)).sum())
assert abs(stall_heat[0] / stall_heat[1] - 8) < 0.1

# ---- Lorentzian level: variance linear, kappa quadratic in gamma
ga, ma, va = lorentz_moments(x0, 1e-3)
gb, mb, vb = lorentz_moments(x0, 5e-4)
assert abs(va * np.pi * thermal(x0) / 1e-3 - 1) < 0.02
assert abs(ga * va / 1e-6 - 1) < 0.02
assert abs((ma - x0) / (mb - x0) - 2) < 0.04
assert abs(lorentz_moments(1.0, 1e-3)[0] * lorentz_moments(1.0, 1e-3)[2]
           / 1e-6 - 1) < 0.02


# ---- Coulomb repulsion u: rate equation for empty, single, double dot
def dot_currents(x, u, d_mu, d_t):
    mu = np.array([d_mu / 2, -d_mu / 2])
    t = np.array([1 + d_t / 2, 1 - d_t / 2])
    f1, f2 = expit(-(x - mu) / t), expit(-(x + u - mu) / t)
    p1 = f1.sum() / (0.5 * (1 - f1).sum())
    p2 = p1 * 0.5 * f2.sum() / (1 - f2).sum()
    p0 = 1 / (1 + p1 + p2)
    p1, p2 = p1 * p0, p2 * p0
    n1 = 0.5 * (2 * p0 * f1[0] - p1 * (1 - f1[0]))
    n2 = 0.5 * (p1 * f2[0] - 2 * p2 * (1 - f2[0]))
    return np.array([n1 + n2, x * n1 + (x + u) * n2]), p1 / 2 + p2


def dot_response(x, u):
    s = 1e-4
    by_mu = (dot_currents(x, u, s, 0)[0] - dot_currents(x, u, -s, 0)[0]) / (2*s)
    by_t = (dot_currents(x, u, 0, s)[0] - dot_currents(x, u, 0, -s)[0]) / (2*s)
    assert abs(by_mu[1] - by_t[0]) < 1e-6
    g, mean = by_mu[0], by_t[0] / by_mu[0]
    return g, mean, by_t[1] / g - mean * by_mu[1] / g


g_free, mean_free, var_free = dot_response(x0, 0.0)
assert abs(mean_free - x0) < 1e-5 and abs(var_free) < 1e-5
# same weak-coupling current from the Green-function side (hbar = 1)
assert abs(gb / np.pi / (2 * 5e-4) / g_free - 1) < 0.02
# two resonances weighted by absence and presence of the other spin
occ = dot_currents(1.0, 2.0, 0, 0)[1]
w1, w2 = (1 - occ) * thermal(1.0), occ * thermal(3.0)
g_u, mean_u, var_u = dot_response(1.0, 2.0)
assert abs(g_u - 0.5 * (w1 + w2)) < 1e-6
assert abs(mean_u - (w1 + 3 * w2) / (w1 + w2)) < 1e-5
assert abs(var_u - 4 * w1 * w2 / (w1 + w2)**2) < 1e-5
g_int, mean_int, var_int = dot_response(x0, repulsion / kt)
occupancy = dot_currents(x0, repulsion / kt, 0, 0)[1]


# ---- next orbital, with same or opposite parity
def two_level(parity):
    energy, dw = lorentz_grid(x0, gam)
    ham = np.diag([x0, x0 + spacing / kt]).astype(complex)
    left, right = np.array([1.0, 1.0]), np.array([1.0, parity])
    sig_l = -0.5j * gam * np.outer(left, left)
    sig_r = -0.5j * gam * np.outer(right, right)
    tr = np.array([transmission_trace(en, ham, sig_l, sig_r) for en in energy])
    return moments(energy, dw * tr)


# ---- worked example in laboratory units
unit_g, unit_kappa, unit_s = 2 * e**2 / h, 2 * k**2 * temp / h, k / e
lorenz_metal = np.pi**2 / 3 * unit_s**2
print(f"temperature {temp:.1f} K, kT = {kt*1e3:.4f} meV")
print(f"E0-mu = {level*1e3:.3f} meV = {x0:.4f} kT")
print(f"f(E0) = {expit(-x0):.5f}, kT*(-df/dE) at E0 = {thermal(x0):.5f}")
print(f"half-width gamma = {gamma_ev*1e6:.2f} ueV = {gam:.5f} kT")
print(f"ideal S = -(E0-mu)/(eT) = {-level/temp*1e6:.2f} uV/K")
print(f"metallic Lorenz number = {lorenz_metal:.4e} V^2/K^2")
w_eq = np.pi * gam
print(f"strict window of equal area, w = {w_eq*kt*1e6:.3f} ueV")
results = {"window": moments(*window(x0, w_eq)),
           "Lorentzian": lorentz_moments(x0, gam)}
for name, (g, mean, var) in results.items():
    print(f"{name}: G = {g*unit_g:.4e} S")
    print(f"{name}: S = {-mean*unit_s*1e6:.3f} uV/K")
    print(f"{name}: energy spread = {np.sqrt(var)*kt*1e6:.3f} ueV")
    print(f"{name}: kappa = {g*var*unit_kappa:.4e} W/K")
    print(f"{name}: kappa/(GT) = {var*unit_s**2:.4e} V^2/K^2")
    print(f"{name}: ratio to metallic = {var*3/np.pi**2:.4e}")
    print(f"{name}: zero-voltage thermal conductance = "
          f"{g*(var+mean**2)*unit_kappa:.4e} W/K")
print(f"window: bound on kappa = {w_eq**3/16*unit_kappa:.4e} W/K")
print(f"window: bound on S error = {w_eq/2*unit_s*1e6:.3f} uV/K")
for w_uev in (200, 100, 50):
    g, mean, var = moments(*window(x0, w_uev * 1e-6 / kt))
    print(f"scan w = {w_uev} ueV: G = {g*unit_g:.3e} S, "
          f"S = {-mean*unit_s*1e6:.2f} uV/K, kappa = {g*var*unit_kappa:.3e} W/K")
for g_uev in (10, 5, 2.5, 1.25):
    g, mean, var = lorentz_moments(x0, g_uev * 1e-6 / kt)
    limit = 2 * (g_uev * 1e-6 * e)**2 / (h * temp)
    print(f"scan gamma = {g_uev} ueV: S = {-mean*unit_s*1e6:.2f} uV/K, "
          f"kappa = {g*var*unit_kappa:.3e}, 2gamma^2/(hT) = {limit:.3e} W/K")
kappa_level = results["Lorentzian"][0] * results["Lorentzian"][2] * unit_kappa
kappa_window = results["window"][0] * results["window"][2] * unit_kappa
print(f"kappa Lorentzian / kappa window = {kappa_level/kappa_window:.1f}")
print(f"repulsion U = {repulsion*1e3:.1f} meV, "
      f"occupancy per spin = {occupancy:.4f}")
print(f"G with U / G without U (sequential) = {g_int/g_free:.4f}")
print(f"S with U (sequential) = {-mean_int*unit_s*1e6:.3f} uV/K")
kappa_u = g_int / g_free * np.pi * gam * thermal(x0) * var_int * unit_kappa
print(f"kappa from U (sequential) = {kappa_u:.3e} W/K")
print(f"next orbital higher by {spacing*1e3:.1f} meV")
for parity, name in ((1, "same"), (-1, "opposite")):
    g, mean, var = two_level(parity)
    print(f"{name} parity: S = {-mean*unit_s*1e6:.3f} uV/K, "
          f"kappa = {g*var*unit_kappa:.4e} W/K")
phonon = 4 * np.pi**2 * k**2 * temp / (3 * h)
print(f"four ballistic phonon modes = {phonon:.3e} W/K")
print(f"phonon / electronic kappa (Lorentzian) = {phonon/kappa_level:.3e}")
print("no test failed")
```

Output:

```
temperature 4.0 K, kT = 0.3447 meV
E0-mu = 1.000 meV = 2.9011 kT
f(E0) = 0.05210, kT*(-df/dE) at E0 = 0.04938
half-width gamma = 5.00 ueV = 0.01451 kT
ideal S = -(E0-mu)/(eT) = -250.00 uV/K
metallic Lorenz number = 2.4430e-08 V^2/K^2
strict window of equal area, w = 15.708 ueV
window: G = 1.7438e-07 S
window: S = -249.987 uV/K
window: energy spread = 4.534 ueV
window: kappa = 8.9629e-19 W/K
window: kappa/(GT) = 1.2850e-12 V^2/K^2
window: ratio to metallic = 5.2599e-05
window: zero-voltage thermal conductance = 4.3591e-14 W/K
Lorentzian: G = 1.7575e-07 S
Lorentzian: S = -246.855 uV/K
Lorentzian: energy spread = 104.105 ueV
Lorentzian: kappa = 4.7620e-16 W/K
Lorentzian: kappa/(GT) = 6.7737e-10 V^2/K^2
Lorentzian: ratio to metallic = 2.7727e-02
Lorentzian: zero-voltage thermal conductance = 4.3316e-14 W/K
window: bound on kappa = 1.3613e-17 W/K
window: bound on S error = 1.963 uV/K
scan w = 200 ueV: G = 2.242e-06 S, S = -247.85 uV/K, kappa = 1.841e-15 W/K
scan w = 100 ueV: G = 1.113e-06 S, S = -249.46 uV/K, kappa = 2.310e-16 W/K
scan w = 50 ueV: G = 5.554e-07 S, S = -249.86 uV/K, kappa = 2.890e-17 W/K
scan gamma = 10 ueV: S = -243.79 uV/K, kappa = 1.874e-15, 2gamma^2/(hT) = 1.937e-15 W/K
scan gamma = 5 ueV: S = -246.86 uV/K, kappa = 4.762e-16, 2gamma^2/(hT) = 4.843e-16 W/K
scan gamma = 2.5 ueV: S = -248.42 uV/K, kappa = 1.201e-16, 2gamma^2/(hT) = 1.211e-16 W/K
scan gamma = 1.25 ueV: S = -249.21 uV/K, kappa = 3.014e-17, 2gamma^2/(hT) = 3.027e-17 W/K
kappa Lorentzian / kappa window = 531.3
repulsion U = 4.0 meV, occupancy per spin = 0.0495
G with U / G without U (sequential) = 0.9505
S with U (sequential) = -250.001 uV/K
kappa from U (sequential) = 3.507e-19 W/K
next orbital higher by 10.0 meV
same parity: S = -246.342 uV/K, kappa = 5.6397e-16 W/K
opposite parity: S = -247.329 uV/K, kappa = 3.9808e-16 W/K
four ballistic phonon modes = 1.514e-11 W/K
phonon / electronic kappa (Lorentzian) = 3.180e+04
no test failed
```
